# Acoustic-phonon mobility of carriers in a two-dimensional semiconductor

## Problem

A semiconducting sheet of area $A$ has one isotropic parabolic valley. Carrier energies are measured from the band edge, so that $E=k^2/(2m)$. The algebra is in atomic units, $\hbar=e=m_e=1$, where $m_e$ is the free-electron mass.

A long in-plane acoustic wave with displacement $\mathbf u(\mathbf r)$ changes the local area by the fraction $\nabla\cdot\mathbf u$ and shifts the band edge by

$$H'(\mathbf r)=E_1\,\nabla\cdot\mathbf u(\mathbf r).$$

Here $E_1$ is the deformation potential. The elastic energy per area of a longitudinal wave is $\tfrac12 C(\nabla\cdot\mathbf u)^2$, which defines the sheet modulus $C$.

Assume that phonon energies are small compared with both $k_BT$ and the carrier energy, and that the coupling is weak and unscreened. Spin is conserved. Impurities, optical phonons, out-of-plane motion, other valleys and band-overlap factors are left out.

**(a)** Find the thermal average of the squared matrix element between plane waves $\mathbf k$ and $\mathbf k'$.

**(b)** Find the density of states and the momentum relaxation time $\tau(E)$. Which properties of the model decide how $\tau$ depends on energy?

**(c)** Find the mobility for any filling of the valley, and restore $\hbar$ and $e$.

**(d)** Should $C$ be obtained by stretching the sheet with its width held fixed, or with its width free to relax?

**(e)** Evaluate $\tau$ and the mobility for the round model parameters $m=0.5\,m_e$, $C=8$ eV/Å$^2$, $E_1=4$ eV and $k_BT=0.025$ eV. With a sound speed of $0.06$ Å/fs, judge whether the assumptions hold.

## Hints

1. Expand $\nabla\cdot\mathbf u$ in plane waves. Its elastic energy is a sum of squares, to which classical equipartition applies. Remember that the amplitudes at $\mathbf q$ and $-\mathbf q$ are complex conjugates.
2. In the golden rule, separate the integral over final states into energy and angle. See what is left of the factor $1-\cos\theta$ when the matrix element does not depend on angle.
3. Count the states inside a circle of radius $k$, then differentiate with respect to energy.
4. For the mobility, integrate $E(-\partial f_0/\partial E)$ by parts.
5. For part (d), ask what a plane longitudinal wave does to distances perpendicular to its direction of travel.

## Solution

### (a) The matrix element

Write

$$\nabla\cdot\mathbf u=\sum_{\mathbf q}D_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad D_{-\mathbf q}=D_{\mathbf q}^*.$$

A transverse wave has $\mathbf q\cdot\mathbf u_{\mathbf q}=0$ and does not contribute, so only longitudinal waves couple in this model. Integrating the elastic energy density over the sheet removes the cross terms:

$$U=\frac{AC}{2}\sum_{\mathbf q}|D_{\mathbf q}|^2.$$

The pair $(\mathbf q,-\mathbf q)$ appears twice in the sum and therefore has energy $AC|D_{\mathbf q}|^2$. This is quadratic in two independent real variables, the real and imaginary parts of $D_{\mathbf q}$. Each carries $k_BT/2$ on average, so $AC\langle|D_{\mathbf q}|^2\rangle=k_BT$.

The matrix element of $H'$ between normalized plane waves picks out $\mathbf q=\mathbf k'-\mathbf k$. Hence

$$\langle|M|^2\rangle=E_1^2\langle|D_{\mathbf q}|^2\rangle=\frac{E_1^2k_BT}{AC}.$$

It does not depend on $q$. Every wave stores the same thermal energy, and that energy fixes the mean square strain as long as the wavelength is much larger than the lattice spacing, so that the elastic energy above applies.

The phonon picture gives the same answer and shows what has been counted. With mass density $\rho$ per area, frequency $\omega=v_sq$ and occupation $N$, absorption contributes $E_1^2q^2N/(2\rho A\omega)$. Emission contributes the same expression with $N+1$. For $\omega\ll k_BT$, $2N+1\approx2k_BT/\omega$, so the sum is

$$\frac{E_1^2q^2}{2\rho A\omega}\,\frac{2k_BT}{\omega}
=\frac{E_1^2k_BT}{A\rho v_s^2}=\frac{E_1^2k_BT}{AC},$$

because $C=\rho v_s^2$. Absorption and emission are both included, and no further factor of two is needed.

### (b) Density of states and relaxation time

In wavevector space there are $A/(2\pi)^2$ states per unit area for each spin. The number per sheet area inside a circle of radius $k$ is

$$\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{4\pi}=\frac{mE}{2\pi}.$$

Its derivative is the density of states per spin,

$$g=\frac{m}{2\pi},$$

which is constant for $E>0$. The circumference of the ring of states grows as $k$, but the spacing of neighbouring energy contours in wavevector shrinks as $1/k$, and the two effects cancel.

For elastic scattering at rate $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$, the net gain of state $\mathbf k$ from state $\mathbf k'$ contains

$$f'(1-f)-f(1-f')=f'-f,$$

so the exclusion factors cancel. Let the field produce a small change $\delta f=a(E)\cos\vartheta$, where $\vartheta$ is the angle between $\mathbf k$ and the force. If $\mathbf k'$ is turned from $\mathbf k$ by $\theta$, then

$$\cos(\vartheta+\theta)=\cos\vartheta\cos\theta-\sin\vartheta\sin\theta.$$

The sine term vanishes on summation, since turns by $\theta$ and $-\theta$ are equally likely. The collision term becomes $-\delta f/\tau$, with

$$\frac1\tau=2\pi\sum_{\mathbf k'}\langle|M|^2\rangle(1-\cos\theta)\,\delta(E'-E).$$

Now replace the sum by $A\int g\,dE'\int_0^{2\pi}d\theta/(2\pi)$:

$$\frac1\tau=2\pi g\,\frac{E_1^2k_BT}{C}\int_0^{2\pi}\frac{d\theta}{2\pi}(1-\cos\theta)
=2\pi g\,\frac{E_1^2k_BT}{C}.$$

The cosine averages to zero because all directions are equally likely after a collision. Inserting $g=m/(2\pi)$ gives

$$\frac1\tau=\frac{mE_1^2k_BT}{C},\qquad \tau=\frac{C}{mk_BTE_1^2}.$$

The relaxation time is independent of energy for two reasons together. The number of available final states is constant, and the squared matrix element does not depend on the momentum transfer. The first reason would not suffice alone: a carrier of higher energy can transfer more momentum, so a $q$-dependent matrix element would bring the energy back in. The two variations remove one reason at a time.

### (c) The mobility

Let a force $F$ act along $x$. In the steady state, to first order in $F$, the Boltzmann equation reads

$$Fv_x\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau},\qquad
\delta f=\tau Fv_x\left(-\frac{\partial f_0}{\partial E}\right),$$

where $f_0$ is the Fermi function. Since $-\partial f_0/\partial E$ is positive, carriers drift along the force. For electrons this is opposite to the electric field; the mobility is the magnitude of drift velocity per field.

On a ring of constant energy, the average of $v_x^2$ is $v^2/2=E/m$. With a factor 2 for spin, the carrier density $n$ and mean drift velocity $v_d$ obey

$$nv_d=2g\int_0^\infty dE\,\frac{E}{m}\,\tau F\left(-\frac{\partial f_0}{\partial E}\right),\qquad n=2g\int_0^\infty dE\,f_0.$$

The constant $\tau$ leaves the integral. By parts,

$$\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE
=\bigl[-Ef_0\bigr]_0^\infty+\int_0^\infty f_0\,dE=\int_0^\infty f_0\,dE.$$

The boundary term vanishes at both ends. The remaining integral cancels against the one in $n$, so $v_d=\tau F/m$. In atomic units the field has the same magnitude as $F$, and

$$\mu=\frac{\tau}{m}=\frac{C}{k_BT\,m^2E_1^2}.$$

To restore $\hbar$ in $\tau$, note that $C/(mk_BTE_1^2)$ has dimensions energy$^{-2}$ length$^{-2}$ mass$^{-1}$. Multiplication by $\hbar^3$, which is energy$^3$ time$^3$, leaves energy × time$^3$/(mass × length$^2$). Since energy is mass × length$^2$/time$^2$, this is a time. Therefore

$$\tau=\frac{\hbar^3C}{mk_BTE_1^2},\qquad
\boxed{\mu=\frac{e\tau}{m}=\frac{e\hbar^3C}{k_BT\,m^2E_1^2}}.$$

One power of $m$ comes from the number of final states and the other from inertia. A stiffer sheet has smaller thermal strains, hence the factor $C$. The sign of $E_1$ does not matter, and a small relative error in $E_1$ produces twice that relative error in $\mu$, with opposite sign.

The filling has dropped out. This holds within the model: a dense carrier gas may screen the coupling, and a high Fermi energy brings larger phonon energies into play.

### (d) Which modulus?

A plane longitudinal wave travelling along $x$ has $u_x(x)$ and $u_y=0$. It stretches and compresses the sheet along $x$ and leaves distances along $y$ unchanged. The required $C$ is therefore the modulus at fixed width.

A triangular lattice shows the size of the difference. Let neighbours be joined by springs of constant $K$, unstretched at spacing $a$. There are three bonds per cell, at $0^\circ$, $60^\circ$ and $120^\circ$ to $x$, and the cell area is $\sqrt3a^2/2$. Under small strains $\epsilon$ along $x$ and $\eta$ along $y$, a bond with direction $(n_x,n_y)$ lengthens by $a(n_x^2\epsilon+n_y^2\eta)$. The energy per area is

$$\frac{K}{\sqrt3}\left[\epsilon^2+2\left(\frac{\epsilon}{4}+\frac{3\eta}{4}\right)^2\right].$$

At fixed width, $\eta=0$ and the bracket is $9\epsilon^2/8$. Comparison with $C\epsilon^2/2$ gives $C=9K/(4\sqrt3)=1.299K$. If the width relaxes, the energy is least at $\eta=-\epsilon/3$, where the two slanted bonds keep their length. The modulus is then $2K/\sqrt3=1.155K$. Using this second value would make the mobility of this lattice too small by one ninth of its correct value.

### (e) Numbers

With energies in eV, it is convenient to group the mass with $\hbar^2$. From $\hbar^2/m_e=7.620$ eV Å$^2$ and $m=0.5\,m_e$,

$$\frac{\hbar^2}{m}=15.24\ \text{eV Å}^2,\qquad \hbar=0.6582\ \text{eV fs}.$$

The density of states per spin is $1/(2\pi\times15.24)=0.01044$ eV$^{-1}$ Å$^{-2}$. The relaxation time is

$$\tau=\hbar\,\frac{\hbar^2}{m}\,\frac{C}{k_BTE_1^2}
=\frac{0.6582\times15.24\times8}{0.025\times4^2}\ \text{fs}=201\ \text{fs}.$$

The mobility is

$$\mu=e\left(\frac{\hbar^2}{m}\right)^2\frac{C}{\hbar k_BTE_1^2}
=\frac{15.24^2\times8}{0.6582\times0.025\times4^2}
=7.06\times10^3\ \text{Å}^2/(\text{V fs}).$$

Since 1 Å$^2$/(V fs) is $10^{-16}$ cm$^2$ divided by $10^{-15}$ V s, or 0.1 cm$^2$/(V s), this is 706 cm$^2$/(V s).

For a carrier with $E=k_BT$, the wavevector is

$$k=\sqrt{\frac{2\times0.025}{15.24}}\ \text{Å}^{-1}=0.0573\ \text{Å}^{-1},$$

and the speed is $(\hbar^2/m)k/\hbar=1.326$ Å/fs. In a time $\tau$ it travels $\ell=266$ Å. The product $k\ell=15$ is well above one, and the path holds $k\ell/(2\pi)\approx2.4$ wavelengths. Likewise, the level broadening $\hbar/\tau=0.0033$ eV is small compared with $k_BT$. Carriers whose energy is comparable with this broadening are not well described by separate collisions.

The largest momentum transfer in elastic scattering is $2k$, for reversal of direction. Its phonon energy is

$$2\hbar v_sk=2\times0.6582\times0.06\times0.0573\ \text{eV}=0.0045\ \text{eV}.$$

This is 18% of $k_BT$, which here also equals the carrier energy. The classical quasi-elastic treatment is reasonable. Variation 2 estimates the correction to the momentum-loss rate of a single carrier with empty final states.

## Variation 1: a density of states that is not constant

*Keep a $q$-independent squared matrix element, but change the band or the dimension. What happens to the relaxation time?*

First let the sheet have a nonparabolic band, $E(1+\alpha E)=k^2/(2m)$, with $\alpha>0$. Counting states as before,

$$\frac{k^2}{4\pi}=\frac{m}{2\pi}(E+\alpha E^2),\qquad
g(E)=\frac{m}{2\pi}(1+2\alpha E).$$

The scattering rate is proportional to $g$, so

$$\frac1{\tau(E)}=\frac{mE_1^2k_BT}{C}(1+2\alpha E).$$

For $\alpha=1$ eV$^{-1}$, the rate exceeds its parabolic value by 6% at $E=0.03$ eV and by 24% at $0.12$ eV. The relaxation time now falls with energy, although the sheet is still two-dimensional. When the energy rises steadily with $k$ from $k=0$, the number of states per area is $k^2/(4\pi)$, so a constant density of states in such an isotropic sheet requires $k^2$ to grow linearly with $E$, as it does in the parabolic band.

Next take a parabolic band in three dimensions. The number of states per volume and spin below $E$ is

$$\frac{4\pi k^3/3}{(2\pi)^3}=\frac{k^3}{6\pi^2}\propto E^{3/2},$$

so $g\propto E^{1/2}$. Raising the energy from 0.03 to 0.12 eV doubles the rate. With the factor $k_BT$ from the phonons, $\tau\propto(k_BT)^{-1}E^{-1/2}$. For a dilute gas, typical energies scale with $k_BT$, so the mobility varies as $T^{-3/2}$. The constant density of states in the parabolic sheet is what leaves the simpler $T^{-1}$.

## Variation 2: phonons with finite energy

*Return to the parabolic sheet. Keep the phonon energy and the Bose occupation. How large is the correction at $k_BT=0.025$ eV, and what happens in a cold lattice?*

Consider one carrier with empty final states. Let $\mathbf k'=\mathbf k+\mathbf q$, let $\phi$ be the angle between $\mathbf k$ and $\mathbf q$, and set $x=-\cos\phi$. The fraction of forward momentum lost is $qx/k$. Energy conservation,

$$\frac{q^2-2kqx}{2m}=\pm v_sq,$$

gives $q_\pm=2k(x\pm s)$, with $s=mv_s/k$ the ratio of sound speed to carrier speed. The upper sign is absorption, and a process occurs where $q_\pm>0$. The energy delta function has argument $q(q-q_\pm)/(2m)$, whose slope at $q_\pm$ is $q_\pm/(2m)$. Thus $\int q\,dq\,\delta(\ldots)=2m$, and the momentum-loss rate is

$$R=\frac{mE_1^2}{2\pi\rho v_sk}\int_0^{2\pi}d\phi\;x\left[q_+^2N(q_+)+q_-^2\{N(q_-)+1\}\right].$$

**Warm lattice.** Use $N\approx k_BT/(v_sq)-\tfrac12+v_sq/(12k_BT)$. For small $s$, the angular integrals may be taken over $x>0$, where $\int x^2d\phi=\pi/2$ and $\int x^4d\phi=3\pi/8$. The three terms of $N$ contribute in turn:

- $\displaystyle\frac{k_BT}{v_s}\int x(q_++q_-)\,d\phi=\frac{2\pi kk_BT}{v_s}$, which reproduces $R=1/\tau$.
- $\displaystyle\frac12\int x(q_-^2-q_+^2)\,d\phi=-8k^2s\int x^2d\phi=-4\pi k^2s$.
- $\displaystyle\frac{v_s}{12k_BT}\int x(q_+^3+q_-^3)\,d\phi\approx\frac{4v_sk^3}{3k_BT}\int x^4d\phi=\frac{\pi v_sk^3}{2k_BT}$.

Dividing by the first contribution and using $ks=mv_s$ and $k^2=2mE$,

$$R\tau\approx1-\frac{2mv_s^2}{k_BT}+\frac{mv_s^2E}{2(k_BT)^2}.$$

At $E=k_BT$, $s=0.06/1.326=0.045$, so $mv_s^2/k_BT=2s^2=0.0041$. The formula gives $R\tau=0.992$, $0.994$ and $1.000$ at $E=0.25$, 1 and 4 times $k_BT$. Numerical integration over $\phi$ with the full Bose occupation gives the same rounded values. The last one reflects a cancellation between two corrections. At still higher energy the positive term wins.

**Cold lattice.** If $k_BT$ is far below the typical phonon energy, set $N=0$. Only spontaneous emission remains, with $x>s$. To first order in $s$,

$$\int x\,q_-^2\,d\phi\approx4k^2\int_{x>0}(x^3-2sx^2)\,d\phi
=4k^2\left(\frac43-\pi s\right),$$

and therefore

$$R\approx\frac{8mE_1^2v_sk}{3\pi C}\left(1-\frac{3\pi s}{4}\right).$$

The density of states is still constant, yet the leading rate grows as $k\propto\sqrt E$. Without equipartition the squared matrix element is proportional to $q$, and faster carriers emit phonons of larger $q$. The rate also no longer vanishes with temperature.

Take $E=0.05$ eV and $k_BT=0.0005$ eV. The wavevector is $\sqrt2\times0.0573=0.0810$ Å$^{-1}$, so $\hbar v_sk=0.0032$ eV, and $s=0.032$. Relative to the equipartition rate at this temperature,

$$R\tau\approx\frac{8}{3\pi}\,\frac{0.0032}{0.0005}\,(1-0.075)\approx5.0.$$

Numerical integration with the small thermal occupation included also gives 5.0. The classical formula would thus predict a momentum-loss time five times too long for this energetic carrier with empty final states. The result does not carry over to a cold gas filled up to this energy, where occupied final states block emission. The largest phonon energy, about 0.0064 eV, is still small compared with the carrier energy. What fails is the other condition, that it be small compared with $k_BT$.

Numerical values quoted here were computed with a short program.
